# Why too much source degeneracy spoils a tunnel transistor's steep turn-on

**Why can a tunnel transistor, built to cut off the thermal tail of the source electrons, show a thermally limited swing when its source is doped too heavily?**

Take an n-type device. Electrons leave the valence band of a p+ source and tunnel into the conduction band of the channel, whose edge is pulled down by the gate. Let $\Delta$ be the energy by which the source valence edge lies above the channel conduction edge. For $\Delta<0$ no energy lies in both of these bands. For $\Delta>0$ a window of width $\Delta$ is open. It is bounded above by the source valence edge, so the forbidden gap of the source removes the electrons of higher energy, apart from a negligible number in the source conduction band. This filter is what makes a steep turn-on possible.

The filter helps only if the energies just below the valence edge hold electrons. In a degenerate p-type source the Fermi level lies inside the valence band, a distance $\zeta>0$ below its edge. The top of the band is then full of holes. An energy at depth $\varepsilon$ below the edge lies $\zeta-\varepsilon$ above the Fermi level, and its electron occupation is

$$f(\varepsilon)=\frac{1}{1+e^{(\zeta-\varepsilon)/kT}} .$$

The window opens at $\varepsilon=0$, where $f\approx e^{-\zeta/kT}$ if $\zeta\gg kT$. As the gate lowers the channel edge, the window reaches deeper levels whose occupation grows by a factor $e$ for each $kT$. That is the gate dependence of a thermal barrier: the channel edge moves down through a Fermi tail.

## The current and what must be compared

I assume one spin-degenerate mode, elastic tunnelling, sharp band edges and an empty drain. Let $T$ be the transmission probability; only in the product $kT$, and where a value in kelvin is given, does the letter mean the temperature. With $\Delta$ and $\varepsilon$ as energies, the current is

$$I=\frac{2e}{h}\int_0^\Delta T\,f(\varepsilon)\,d\varepsilon .$$

I also assume unit gate efficiency, $d\Delta=e\,dV_g$. The swing, the gate voltage per decade of current, is then

$$S=\frac{dV_g}{d\log_{10}I}=\frac{\ln 10}{e}\left(\frac{d\ln I}{d\Delta}\right)^{-1}.$$

Suppose first that $T$ is constant and the whole window lies in the tail, so that $f\approx e^{(\varepsilon-\zeta)/kT}$. Define the reduced current $i=I/[(2e/h)T\,kT]$. Integration gives

$$i=e^{-\zeta/kT}\left(e^{\Delta/kT}-1\right),\qquad \frac{d\ln I}{d\Delta}=\frac{1}{kT}\,\frac{e^{\Delta/kT}}{e^{\Delta/kT}-1}.$$

The first equation gives $e^{\Delta/kT}=1+i\,e^{\zeta/kT}$. Inserting this in the second eliminates $\Delta$:

$$S=\frac{kT\ln10}{e}\;\frac{i}{i+e^{-\zeta/kT}} .$$

At a fixed current with $i\ll1$, which keeps the window in the tail when $\zeta$ is large, $S$ rises with $\zeta$ towards the thermal value. At fixed $\Delta$, in contrast, $S$ does not depend on $\zeta$ at all within this approximation. The damage therefore shows when devices are compared at equal current, which is how a circuit with a given off-current and on-current uses them. The steep part has not vanished; it has sunk to currents smaller by $e^{-\zeta/kT}$.

## Does the growth of the transmission rescue the swing?

In a real junction $T$ is not constant, and its growth with gate voltage might keep the swing steep. To examine this, take flat source bands and a channel valence edge that falls as $-\Phi(1-e^{-x/\lambda})$ for $x>0$, measured from the source valence edge. Here $\lambda$ is the screening length and $\Phi=E_g+\Delta$. An electron at energy $-\varepsilon$ lies a height

$$u=\Phi(1-e^{-x/\lambda})-\varepsilon$$

above the local valence edge and is in the gap for $0<u<E_g$. For two bands with equal edge masses $m$, the decay constant is

$$\kappa=\frac{1}{\hbar}\sqrt{2m\,u\left(1-\frac{u}{E_g}\right)}=\frac{1}{\hbar}\sqrt{\frac{2m}{E_g}}\,\sqrt{u(E_g-u)} .$$

Let $A=\Phi-\varepsilon=E_g+y$, with $y=\Delta-\varepsilon$ the height of the electron above the channel conduction edge. Since $du/dx=(\Phi/\lambda)e^{-x/\lambda}=(A-u)/\lambda$, the WKB exponent becomes

$$W=2\int\kappa\,dx=\frac{2\lambda}{\hbar}\sqrt{\frac{2m}{E_g}}\int_0^{E_g}\frac{\sqrt{u(E_g-u)}}{A-u}\,du .$$

Put $u=a+a\cos\varphi$, with $a=E_g/2$ and $b=A-a$. The integral is then

$$\int_0^\pi\frac{a^2\sin^2\varphi}{b-a\cos\varphi}\,d\varphi=\int_0^\pi\left[b+a\cos\varphi-\frac{b^2-a^2}{b-a\cos\varphi}\right]d\varphi ,$$

because $a^2\sin^2\varphi=(b^2-a^2\cos^2\varphi)-(b^2-a^2)$. The substitution $t=\tan(\varphi/2)$ gives $\int_0^\pi d\varphi/(b-a\cos\varphi)=\pi/\sqrt{b^2-a^2}$, so the result is $\pi(b-\sqrt{b^2-a^2})$. With $b^2-a^2=A(A-E_g)$ this equals $\frac{\pi}{2}(\sqrt A-\sqrt{A-E_g})^2$. Hence

$$T(y)=e^{-W(y)},\qquad W(y)=\frac{\pi\lambda}{\hbar}\sqrt{\frac{2m}{E_g}}\left(\sqrt{E_g+y}-\sqrt y\right)^2 .$$

In this WKB approximation the transmission depends on $y$ alone. Reflection at the two band edges, which WKB leaves out, makes the true transmission go to zero as $\varepsilon\to0$ and as $y\to0$. Changing variable from $\varepsilon$ to $y$,

$$I=\frac{2e}{h}J(\Delta),\qquad J(\Delta)=\int_0^\Delta T(y)\,f(\Delta-y)\,dy .$$

Differentiation gives a term from the upper limit and a term from $f$. Since $df/d\varepsilon=f(1-f)/kT$,

$$\frac{d\ln I}{d\Delta}=\frac{\langle 1-f\rangle}{kT}+\frac{T(\Delta)f(0)}{J(\Delta)},$$

where the average is weighted by $Tf$. In WKB the second term is the band-edge filter. With reflection included it vanishes, and the growth of the transmission with $\varepsilon$ at fixed $y$ takes its place. In source energies the window grows at its bottom, but measured from the channel edge it gains new heights $y$ at its top, where the occupation is $f(0)$. If these top levels are nearly empty, the term is weak once a current has built up below them.

In the tail, $f(\Delta-y)\approx e^{(\Delta-\zeta-y)/kT}$, and therefore

$$J=e^{(\Delta-\zeta)/kT}\,C(\Delta),\quad C(\Delta)=\int_0^\Delta T(y)e^{-y/kT}dy,$$

$$\frac{d\ln I}{d\Delta}=\frac1{kT}+\frac{T(\Delta)e^{-\Delta/kT}}{C(\Delta)} .$$

The degeneracy has dropped out of the slope. Raising $\zeta$ by $kT\ln10$ lowers the tail part of the curve by one decade without changing its shape.

In this WKB result the last term is positive, so the swing approaches $kT\ln10/e$ from below. It dies out if $T$ grows more slowly than $e^{y/kT}$. Differentiating $W$ gives

$$\frac{d\ln T}{dy}=\frac{W(y)}{\sqrt{y(E_g+y)}},$$

which falls as $y$ rises. The growth of $T$ thus helps near the onset and loses to the Boltzmann factor further on. The thermal range is $\Delta$ several $kT$ above zero but still a few $kT$ below $\zeta$.

## How large is the effect?

Take round parameters: $E_g=0.5$ eV, $m=0.025\,m_0$, $\lambda=3$ nm and $T=300$ K. Then $kT=25.85$ meV and the thermal swing is 59.5 mV/decade. The exponent at the channel edge is $W(0)=5.40$. The WKB transmission rises from 0.0045 at $y=0$ to 0.103 at $y=0.10$ eV. There $d\ln T/dy=2.27/\sqrt{0.10\times0.60}\approx9$ per eV, well below $1/kT\approx39$ per eV.

Compare $\zeta=0.05$ eV (moderate) with $\zeta=0.20$ eV (degenerate), holding the junction fixed. The occupations at the valence edge are 0.126 and $4.4\times10^{-4}$. To go from 0.1 to 10 nA, two decades, the overlap must change as follows:

- Moderate source: from 1.50 to 30.74 meV, so the mean swing is $29.24/2=14.6$ mV/decade.
- Degenerate source: from 46.16 to 153.60 meV, so the mean swing is $107.44/2=53.7$ mV/decade.

At 1 nA the local swings are 12.5 and 55.1 mV/decade. Across the two decades the degenerate value runs from 41 to 61.5 mV/decade. It passes the thermal value near 5 nA, where the bottom of the window is only $2.5\,kT$ above the Fermi level and the tail approximation no longer holds. The local swing reaches 40 mV/decade at 15.3 nA for the moderate source, but already at 0.088 nA for the degenerate one. The degenerate source has spent most of its steep range before the read-out range begins.

At an equal overlap of 100 meV the order is reversed: 89.1 mV/decade for the moderate source and 55.8 for the degenerate one. The window of the moderate device then includes well-filled levels, which reduce $\langle1-f\rangle$ to 0.51, against 0.99 for the degenerate one. This outweighs its larger filter term, 6.2 against 2.9 per eV. The two devices are far from equal current there: 163 nA against 1.2 nA.

Two controls separate the cause. If all source states are filled while $T(y)$ is kept, the mean swing drops to 5.2 mV/decade, so the transmission is not what spoils the turn-on. If the degenerate source is cooled from 300 to 150 K at fixed $\zeta$ and an overlap of 120 meV, its local swing falls from 58.1 to 29.8 mV/decade, as a thermal slope should.

The mean swing between fixed currents is a poorer thermometer. For the degenerate source at 360 K, with $\zeta$ fixed, it is 53.9 mV/decade, almost unchanged. Heating raises the thermal swing, but it also fills the top levels, so a given current is reached nearer the steep onset.

## Why not simply dope the source lightly?

Low doping widens the depletion layer in the source, which the model above leaves out. For a rough estimate, I convert $\zeta$ into doping with a bulk hole mass of $0.4\,m_0$ and use a relative permittivity of 15. A coherent two-band scattering calculation, which also includes reflection at the band edges, then gives for the same current range:

| $\zeta$ (eV) | doping (cm$^{-3}$) | mean swing (mV/decade) |
|---|---|---|
| 0.00 | $4.9\times10^{18}$ | 22.3 |
| 0.05 | $1.7\times10^{19}$ | 19.4 |
| 0.10 | $4.0\times10^{19}$ | 28.2 |
| 0.15 | $6.9\times10^{19}$ | 39.7 |
| 0.20 | $1.05\times10^{20}$ | 49.4 |

Of these five sources, the one at 0.05 eV has the smallest swing. The calculation treats the depletion layer as free of holes. At an overlap of 100 meV its width is then 11.6 nm for $\zeta=0$ and 1.3 nm for $\zeta=0.20$ eV. The second value is too small: the source bands bend by only about 0.11 eV over it, less than $\zeta$, so holes remain in the layer and the bending reaches further. The same holds, more mildly, at $\zeta=0.15$ eV, where the bending is 0.14 eV. If the holes screen the layer self-consistently, with a local bulk density, the five swings become 27.8, 21.9, 30.0, 40.7 and 49.6 mV/decade. The order is kept, and the largest shift is at the lowest doping. The table therefore shows a trend, not precise swings. Degeneracy is excessive, in this model and current range, when further doping costs more in occupation than it gains in a shorter tunnelling path. The best value depends on the required currents and may differ for other junctions.

## How close is this to a real device?

The gap is of the size expected in thin indium arsenide nanowires, where confinement widens the bulk gap. The mass is close to the bulk value; the same confinement would raise it and so lower the transmission. In such a wire a strongly degenerate source can also hold holes in several subbands, of which the model keeps one. The 3 nm screening length and perfect gate control are favourable choices, the 2 MV/cm junction field is high, and $10^{20}$ cm$^{-3}$ is a very heavy p-type doping for such a material. Real band edges are not sharp. An assumed exponential tail of source states with a 10 meV decay energy raises the WKB mean swings to 21.5 and 55.0 mV/decade, so it harms the moderate source more.

Direct source-to-drain tunnelling is a serious omission at the lowest currents. For a 40 nm channel ending abruptly at an empty drain, a WKB estimate over the energies within 0.3 eV below the channel edge gives 79 pA for the moderate source and 1.6 pA for the degenerate one, each at the overlap where the window current is 100 pA. The values of 94 and 19 pA in the numerical output extend the integral to 0.45 eV. They include energies near the channel valence edge, whose share grows steeply with the depth reached and so depends on the drain bias and doping. If the bands also bend over 3 nm at the drain end, the moderate value rises to about 300 pA at a drain bias of 0.2 to 0.3 V, so these numbers give an order of magnitude only. The mean swings above exclude this leakage, so the moderate source's 14.6 mV/decade describes its window current and not its total current. Traps, phonon-assisted tunnelling, gap narrowing and the channel's own charge are also left out, and their effect is not estimated here. A constant gate efficiency below one divides into every swing quoted. The remaining values are in the numerical output below.

## Computed values

```
gap 0.5 eV, edge mass 0.025 m0, screening length 3.0 nm
temperature 300 K, kT = 25.85 meV
thermal swing kT ln10/q = 59.53 mV/decade
conductance prefactor 2e^2/h = 77.48 uA/V
WKB exponent at the channel edge = 5.398
transmission at y = 0.00 eV: 0.00452
transmission at y = 0.05 eV: 0.05518
transmission at y = 0.10 eV: 0.10347
read-out range 0.1 to 10 nA
moderate source: zeta = 0.05 eV = 1.93 kT
  occupation at valence edge = 1.263e-01
  overlap at 0.1 nA = 1.50 meV
  overlap at 10 nA = 30.74 meV
  at 1 nA: overlap 8.31 meV, local swing 12.5 mV/decade
  swing reaches 40 mV/decade at 37.6 meV, 15.299 nA
  direct source-drain leak at 0.1 nA point = 94.312 pA
degenerate source: zeta = 0.20 eV = 7.74 kT
  occupation at valence edge = 4.365e-04
  overlap at 0.1 nA = 46.16 meV
  overlap at 10 nA = 153.60 meV
  at 1 nA: overlap 95.22 meV, local swing 55.1 mV/decade
  swing reaches 40 mV/decade at 43.9 meV, 0.088 nA
  direct source-drain leak at 0.1 nA point = 18.586 pA
mean swing, moderate source = 14.6 mV/decade
mean swing, degenerate source = 53.7 mV/decade
mean swing, all source states filled = 5.2 mV/decade
local swing at equal overlap 100 meV: moderate 89.1, degenerate 55.8 mV/decade
degenerate, overlap 120 meV: 58.1 (300 K), 29.8 (150 K) mV/decade
tail formula, overlap 20 meV: 24.1 mV/decade
tail formula, overlap 60 meV: 46.7 mV/decade
tail formula, overlap 120 meV: 57.3 mV/decade
slow junction (20 nm): coherent/WKB transmission = 0.949
coherent, no depletion: moderate 16.8, degenerate 49.2 mV/decade
hole mass 0.4 m0, relative permittivity 15
zeta eV | doping cm^-3 | depletion nm at 100 meV overlap | mean swing mV/decade: WKB | coherent+depletion
  0.00 | 4.86e+18 | 11.62 | 7.6 | 22.3
  0.05 | 1.73e+19 | 5.15 | 14.6 | 19.4
  0.10 | 3.95e+19 | 2.85 | 28.0 | 28.2
  0.15 | 6.93e+19 | 1.83 | 43.1 | 39.7
  0.20 | 1.05e+20 | 1.30 | 53.7 | 49.4
with 10 meV band tail: moderate 21.5, degenerate 55.0 mV/decade
at 360 K: moderate 13.4, degenerate 53.9 mV/decade
drain/source occupation at 0.3 V, 120 meV deep: 9.5e-06
junction field, flat source, 100 meV overlap = 2.00 MV/cm
channel length for direct leak = 40 nm
```
